# Collisional Planar Sheath Law for Ions Limited by Charge Exchange

## Definitions and conventions

A plane electrode at $x=s$ is held at a negative potential with respect to a plasma that ends at $x=0$. The region $0<x<s$ is the sheath. Let $\phi(x)$ be the drop of the electrostatic potential below its value at the plasma edge, counted positive, so that $\phi(0)=0$ and $\phi(s)=V$. The electric field along $+x$ is then

$$E(x)=\frac{d\phi}{dx}>0 .\tag{1}$$

The ions have charge $+e$ and mass $M$. Their current density toward the electrode is $J$, their density is $n$, and their flux is $\Gamma=J/e$. All formulas are in SI units.

The model rests on these assumptions.

1. The sheath is steady and contains no electrons.
2. Ions collide by resonant charge exchange alone. A fast ion takes an electron from a slow atom and leaves as a fast neutral, while the atom becomes a new ion at rest.
3. The mean free path $\lambda$ does not depend on the ion speed.
4. The plasma edge is cold: ions enter at rest, and $E(0)=0$.

Charge exchange replaces one ion by another at the same place, so it neither creates nor destroys charge. In the steady state $\Gamma$ is therefore the same at every $x$.

## The density of ions born at rest

In a layer $dx'$, a fraction $dx'/\lambda$ of the ion flux undergoes charge exchange, so new ions are born there at the rate $\Gamma\,dx'/\lambda$ per unit area. A fraction $\exp[-(x-x')/\lambda]$ of them reaches $x$ without another exchange. With $y=x-x'$, the flux at $x$ carried by ions whose present free flight has length between $y$ and $y+dy$ is

$$d\Gamma=\Gamma\,\exp(-y/\lambda)\,\frac{dy}{\lambda},\qquad 0<y<x .\tag{2}$$

The ions that have not collided since the edge carry the remaining flux $\Gamma\exp(-x/\lambda)$, and the two parts add up to $\Gamma$. An ion born at rest at $x-y$ has at $x$ the speed given by energy conservation,

$$v=\sqrt{\frac{2e}{M}\,[\phi(x)-\phi(x-y)]}\,.\tag{3}$$

Each group contributes its flux divided by its speed to the density. Hence

$$n(x)=\Gamma\sqrt{\frac{M}{2e}}\left[\int_0^x\frac{\exp(-y/\lambda)}{\sqrt{\phi(x)-\phi(x-y)}}\frac{dy}{\lambda}+\frac{\exp(-x/\lambda)}{\sqrt{\phi(x)}}\right].\tag{4}$$

This holds for any ratio $\lambda/s$ within the assumptions. It is nonlocal, because the density at $x$ depends on the potential at all earlier points.

## The drift speed when the free path is short

Let $x\gg\lambda$. The factor $\exp(-y/\lambda)$ confines the integral to flights of a few $\lambda$, over which the field hardly changes, so $\phi(x)-\phi(x-y)\approx E(x)\,y$. The upper limit may be moved to infinity and the uncollided term dropped. Equation (4) becomes

$$n=\Gamma\sqrt{\frac{M}{2eE}}\;\frac1\lambda\int_0^\infty y^{-1/2}\exp(-y/\lambda)\,dy .\tag{5}$$

Put $y=\lambda t^2$, $dy=2\lambda t\,dt$. The integral is $2\lambda^{1/2}\int_0^\infty \exp(-t^2)\,dt=\sqrt{\pi\lambda}$, so that

$$n=\Gamma\sqrt{\frac{\pi M}{2eE\lambda}} .\tag{6}$$

The drift speed $u=\Gamma/n$ is the mean velocity of the ions present at $x$:

$$u=c\,E^{1/2},\qquad c=\sqrt{\frac{2e\lambda}{\pi M}} .\tag{7}$$

The square root replaces the proportionality $u\propto E$ of a constant mobility. A stronger field makes the ions faster, and at fixed $\lambda$ faster ions collide more often.

The same flights give the velocity distribution $F(v)$, defined so that $F\,dv$ is the density of ions in $dv$. From $v^2=2eEy/M$ follows $dy=Mv\,dv/(eE)$. The flux (2) equals $vF\,dv$, and the factor $v$ cancels:

$$F(v)=\frac{\Gamma M}{eE\lambda}\exp\!\left(-\frac{Mv^2}{2eE\lambda}\right),\qquad v>0 .\tag{8}$$

This is half of a Gaussian, with $\langle v^2\rangle=eE\lambda/M$ and the mean (7). A random simulation of ions in a uniform field, with collision rate $v/\lambda$, gave $\langle v\rangle=0.797$ and $\langle v^2\rangle=0.998$ in units of $(eE\lambda/M)^{1/2}$ and $eE\lambda/M$. The predictions are $\sqrt{2/\pi}=0.798$ and 1.

## Integration of Poisson's equation

With ions as the only charge, Gauss's law reads $dE/dx=en/\varepsilon_0$. Inserting $en=J/u$ and (7) gives

$$E^{1/2}\frac{dE}{dx}=\frac{J}{\varepsilon_0c} .\tag{9}$$

The right side is constant. Integration from the edge, where $E=0$, yields $\tfrac23E^{3/2}=Jx/(\varepsilon_0c)$, or

$$E(x)=\left(\frac{3J}{2\varepsilon_0c}\right)^{2/3}x^{2/3} .\tag{10}$$

A second integration, with $\int_0^s x^{2/3}dx=\tfrac35s^{5/3}$, gives the voltage:

$$V=\frac35\left(\frac{3J}{2\varepsilon_0c}\right)^{2/3}s^{5/3} .\tag{11}$$

Raise (11) to the power $3/2$:

$$V^{3/2}=\left(\frac35\right)^{3/2}\frac{3J}{2\varepsilon_0c}\,s^{5/2} .\tag{12}$$

Solving for $J$ and inserting $c$ from (7) gives the collisional sheath law,

$$\boxed{\,J=\frac23\left(\frac53\right)^{3/2}\varepsilon_0\sqrt{\frac{2e\lambda}{\pi M}}\;\frac{V^{3/2}}{s^{5/2}}\,}\qquad(\lambda\ll s).\tag{13}$$

The numerical prefactor is $\tfrac23(5/3)^{3/2}=1.4344$. The local relation (7) fails within a few free paths of the edge, but for $\lambda\ll s$ that layer carries little of the voltage. The error it leaves is found below.

Equation (13) relates three quantities and does not say which of them is free. In a steady discharge the plasma supplies $J$, and the sheath adjusts its thickness. Then $s\propto\lambda^{1/5}V^{3/5}J^{-2/5}$.

## Field, transit time and impact energy

Equations (10) and (11) give $\phi/V=(x/s)^{5/3}$ and the field at the electrode,

$$E(s)=\frac{5V}{3s} .\tag{14}$$

Since $u\propto E^{1/2}\propto x^{1/3}$, the time for charge to drift through the sheath is

$$\tau=\int_0^s\frac{dx}{u(s)(x/s)^{1/3}}=\frac{3s}{2u(s)} .\tag{15}$$

The law describes a steady sheath. Using it as an approximation in a pulsed sheath requires that the voltage, the current and the edge position change little during $\tau$.

Surface erosion and implantation depend on the energy $W$ with which ions strike. In the local approximation $W=eE(s)y$, where $y$ is the last free flight. By (2), $W$ is exponentially distributed over the arriving ions, with mean

$$\langle W\rangle=eE(s)\lambda=\frac53\,\frac{\lambda}{s}\,eV .\tag{16}$$

This average is over the flux. The mean kinetic energy of the ions present near the electrode is $\tfrac12M\langle v^2\rangle=\tfrac12eE(s)\lambda$, half as large, because fast ions count more in a flux than in a density. The field does work $eV$ for each elementary charge that crosses the sheath. What the arriving ion does not carry has gone to fast neutrals.

## Arbitrary free path: one universal function

To see how small $\lambda/s$ must be, return to (4). Write $x=\lambda\xi$, $y=\lambda\eta$ and $\phi=\Phi_0f(\xi)$. Poisson's equation $\phi''=en/\varepsilon_0$ then has the factor $\Phi_0/\lambda^2$ on the left and $(J/\varepsilon_0)\sqrt{M/(2e)}\,\Phi_0^{-1/2}$ on the right. They cancel if

$$\Phi_0^{3/2}=\frac{J\lambda^2}{\varepsilon_0}\sqrt{\frac{M}{2e}} ,\tag{17}$$

and what remains has no parameters:

$$f''(\xi)=\int_0^\xi\frac{\exp(-\eta)\,d\eta}{\sqrt{f(\xi)-f(\xi-\eta)}}+\frac{\exp(-\xi)}{\sqrt{f(\xi)}},\qquad f(0)=f'(0)=0 .\tag{18}$$

Setting $V=\Phi_0f(s/\lambda)$ in (17) gives the current of the full kinetic model,

$$J_{\rm kin}=\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V^{3/2}}{\lambda^2f(s/\lambda)^{3/2}} .\tag{19}$$

At fixed $s$ and $\lambda$ the power $V^{3/2}$ thus holds for any $\lambda/s$ in this cold-edge model. The powers of $\lambda$ and $s$ do not.

**The collisionless limit.** For $\xi\ll1$ few ions have collided, and (18) reduces to $f''=f^{-1/2}$. Multiply by $f'$ and integrate: $\tfrac12f'^2=2f^{1/2}$, so $f'=2f^{1/4}$. A second integration gives $\tfrac43f^{3/4}=2\xi$, hence $f^{3/2}=\tfrac94\xi^2$. Equation (19) becomes the Child law,

$$J_{\rm C}=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\;\frac{V^{3/2}}{s^2} .\tag{20}$$

The numerical solution of (18) gives $J_{\rm kin}/J_{\rm C}=0.998$ at $s/\lambda=0.01$.

The Child current is also an upper bound on $J_{\rm kin}$ at given $V$ and $s$. No ion at $\xi$ has fallen through more than the full drop $f(\xi)$, so each square root in (18) is at most $\sqrt{f(\xi)}$. The weights add up to one, so $f''\ge f^{-1/2}$. The integrations above then give $f^{3/2}\ge\tfrac94\xi^2$, and by (19) $J_{\rm kin}\le J_{\rm C}$. Dividing (13) by (20) gives

$$\frac{J}{J_{\rm C}}=\frac{1.4344}{\sqrt\pi}\,\frac94\sqrt{\frac\lambda s}=1.82\sqrt{\frac\lambda s} .\tag{21}$$

For $s/\lambda<3.3$ the collisional law exceeds this bound, so it must be wrong there.

**The first correction for a short free path.** For $\xi\gg1$ expand the drop one order further, $f(\xi)-f(\xi-\eta)\approx f'\eta-\tfrac12f''\eta^2$. To leading order $f'\propto\xi^{2/3}$, so $f''/f'=2/(3\xi)$ and the drop is $f'\eta\,[1-\eta/(3\xi)]$. Its inverse square root is $(f'\eta)^{-1/2}[1+\eta/(6\xi)]$. The integrals of $\eta^{-1/2}\exp(-\eta)$ and $\eta^{1/2}\exp(-\eta)$ over all positive $\eta$ are $\sqrt\pi$ and $\sqrt\pi/2$, so

$$f'^{1/2}f''=\sqrt\pi\left(1+\frac1{12\,\xi}\right),\qquad \frac23f'^{3/2}=\sqrt\pi\left(\xi+\frac{\ln\xi}{12}+C\right).\tag{22}$$

The constant $C$ carries the effect of the first few free paths, where the expansion fails. The numerical solution of (18) gives $C=0.652$. Solve (22) for $f'$ to first order in $1/\xi$:

$$f'=\left(\frac{3\sqrt\pi}{2}\right)^{2/3}\left[\xi^{2/3}+\frac23\,\xi^{-1/3}\left(\frac{\ln\xi}{12}+C\right)\right].\tag{23}$$

Now integrate, using $\int\xi^{-1/3}\ln\xi\,d\xi=\tfrac32\xi^{2/3}\ln\xi-\tfrac94\xi^{2/3}$:

$$f=\frac35\left(\frac{3\sqrt\pi}{2}\right)^{2/3}\xi^{5/3}\left[1+\frac{5}{3\xi}\left(\frac{\ln\xi}{12}+C-\frac18\right)\right].\tag{24}$$

The further integration constant is of relative order $\xi^{-5/3}$ and is dropped. The leading term reproduces (13). Since $J_{\rm kin}\propto f^{-3/2}$,

$$\frac{J_{\rm kin}}{J}-1\approx-\frac52\,\frac\lambda s\left[\frac{\ln(s/\lambda)}{12}+C-\frac18\right].\tag{25}$$

The full solution gives the following values. The last two columns are the local powers of $s$ and $\lambda$ in $J_{\rm kin}$, each with the other quantity and $V$ held fixed.

| $s/\lambda$ | $J_{\rm kin}/J$ | power of $s$ | power of $\lambda$ |
|---|---|---|---|
| 1 | 0.478 | −2.12 | 0.12 |
| 3 | 0.681 | −2.24 | 0.24 |
| 10 | 0.853 | −2.37 | 0.37 |
| 30 | 0.938 | −2.45 | 0.45 |
| 100 | 0.978 | −2.48 | 0.48 |
| 300 | 0.992 | −2.49 | 0.49 |

At $s/\lambda=100$, (25) predicts $-2.3\,\%$ and the table shows $-2.2\,\%$. The approach to the limit is slow: ten free paths in the sheath still leave the law 17 % above the kinetic current.

## Worked example

Take round parameters: ion mass 40 u, gas at 50 mTorr and 300 K, charge-exchange cross section $5\times10^{-15}$ cm², $V=1000$ V and $s=15$ mm. The gas density is $1.609\times10^{15}$ cm⁻³, so

$$\lambda=\frac{1}{(1.609\times10^{15})(5\times10^{-15})}\ \text{cm}=0.1243\ \text{cm},$$

or 1.243 mm, and $s/\lambda=12.07$. With $M=6.642\times10^{-26}$ kg, (7) gives $c=43.68$ m$^{3/2}$ V$^{-1/2}$ s$^{-1}$. The law (13) yields

$$J=1.4344\,(8.854\times10^{-12})(43.68)\,\frac{1000^{3/2}}{0.015^{5/2}}=0.637\ \text{A/m}^2,$$

which is 0.0637 mA/cm², or $4.0\times10^{14}$ ions per cm² and second. In the same local approximation, the field at the electrode is 1.11 kV/cm, the drift speed there is 14.6 km/s, and the transit time (15) is 1.5 µs.

The kinetic solution at the same $V$ and $s$ gives 0.05555 mA/cm², which is 12.8 % below the law. The first correction (25) gives $-15.2\,\%$, so higher orders still matter at this thickness. The Child law would give 0.121 mA/cm², about twice the kinetic value.

The mean impact energy is 138 eV from (16) and 125 eV from the kinetic solution. Two effects of similar size lower it. First, (19) ties the wall field to the power $p$ of $s$ through $sE(s)/V=-\tfrac23p$. At $s/\lambda=12.07$, where $p=-2.39$, this is 1.59 instead of $5/3$, a reduction of 4.4 %. Second, the field was weaker earlier in the last flight. With $E(s-y)\approx E(s)[1-2y/(3s)]$, the mean energy acquires the factor $1-2\lambda/(3s)=0.945$. An ion thus arrives on average with an eighth of the 1000 eV that the voltage suggests, and a fraction of about $6\times10^{-6}$ crosses without a collision and brings the full energy. The remaining 875 eV per ion goes into fast neutrals, which also erode the surface if they reach it. The law says nothing about their collisions on the way.

## Neglected effects and the real case

**The plasma edge.** Real ions enter with a finite speed, electrons penetrate the edge, and the field there is not zero. For an electron temperature of roughly 3 eV, let the ions enter at the Bohm speed $\sqrt{k_BT_e/M}$, and let Boltzmann electrons balance the ion charge at $x=0$. The edge density needed to supply the current of the law is $1.5\times10^9$ cm⁻³, and the Debye length is 0.335 mm. The edge field is not fixed by this model, so two estimates serve: $k_BT_e/e$ divided by the Debye length, and divided by $\lambda$. With $J=0.0637$ mA/cm² and $V$ held fixed, the thicknesses are:

- local law: 15.0 mm
- kinetic model, cold edge: 14.17 mm
- kinetic model with electrons and entry speed: 14.65 mm for the larger edge field, 15.08 mm for the smaller

For these two estimates of the edge field, the edge effects thicken the kinetic sheath by 3.4 and 6.5 %; a weaker edge field or a slower entry gives about 7 %. They happen to offset the error of the local approximation, so the closeness to 15.0 mm is a cancellation for these parameters and no confirmation of the law.

**Gas and cross section.** At fixed $V$ and $s$, a cross section lower by 20 % raises the current of the law by 11.8 %. Gas at 400 K and unchanged pressure raises it by 15.5 %. The kinetic current rises less, by about 9 % and 11.5 %, because its power of $\lambda$ is below $\tfrac12$ at this thickness.

Real charge-exchange cross sections fall slowly with ion energy, so a constant $\lambda$ is an average that itself depends on the voltage. This changes the powers in (13) somewhat. If the cross section falls as $W^{-0.1}$, then $\lambda\propto W^{0.1}$ with $W\propto E\lambda$ gives $\lambda\propto E^{1/9}$ and $u\propto E^{5/9}$. Integrating Poisson's equation as before leads to $J\propto V^{14/9}/s^{23/9}$.

**Secondary electrons.** For a rough yield of 0.1 electron per ion, the measured current exceeds the ion current by about 10 %. With a rough ionization cross section of $2\times10^{-16}$ cm², each such electron makes 0.48 ionizations on its way out. This is a high estimate: real cross sections peak near 100 eV and fall at the several hundred eV the electron soon reaches, which for argon roughly halves the number. The electrons it frees ionize in turn. If all of them have the same cross section, the number of electrons grows exponentially along the way, by the factor $\exp(0.483)$ over the whole sheath, and each added electron leaves one new ion. The number of new ions per arriving ion is then $0.1\,[\exp(0.483)-1]=0.062$. Breakdown would require this number to reach 1, so the sheath is well below it in this estimate. The estimate, like the 10 % above, counts only electrons released by ions. The roughly 12 fast neutrals made per ion can also release electrons from the surface and ionize the gas, so it does not settle how far a real sheath at this field is from breakdown.

**Lower gas pressure.** The free path grows as the gas is thinned, and the assumption $\lambda\ll s$ then fails. Lower the pressure of the example to 1 mTorr with $V$ and $s$ held fixed: $\lambda$ becomes 62 mm, four times the sheath thickness. Equation (13) would then give $0.0637\sqrt{50}=0.45$ mA/cm², 3.7 times the upper bound (20). The Child law is the proper starting point in that case.

## Table of computed values

```
simulated drift / sqrt(e E lambda/M) = 0.7970
predicted sqrt(2/pi) = 0.7979
simulated <v^2>/(e E lambda/M) = 0.9977
law prefactor (2/3)(5/3)^(3/2) = 1.4344
ion mass = 40 u = 6.6422e-26 kg
gas pressure = 50 mTorr, at 300 K
gas density = 1.609e+15 cm^-3
charge-exchange cross section = 5.0e-15 cm2
mean free path lambda = 1.243 mm
voltage V = 1000 V, thickness s = 15.0 mm
s/lambda = 12.07
sqrt(2 e lambda/(pi M)) = 43.68 m^(3/2) V^(-1/2) s^-1
J, collisional law = 0.6367 A/m2 = 0.06367 mA/cm2
ion flux, law = 3.974e+14 cm^-2 s^-1
J, kinetic solution = 0.05555 mA/cm2
J, collisionless law = 0.12148 mA/cm2
kinetic J shift, 200 against 400 cells = 1.2e-07
wall field, law = 1.111 kV/cm
wall drift speed, law = 14.56 km/s
ion transit time, law = 1.545 us
V from direct local integration = 1000.000 V
mean impact energy, local = 138.1 eV
mean impact energy, kinetic = 124.9 eV
fraction crossing without collision = 5.73e-06
s/lambda=1: J_kin/J_law=0.4782, power of s=-2.121, of lambda=0.121
s/lambda=3: J_kin/J_law=0.6805, power of s=-2.243, of lambda=0.243
s/lambda=10: J_kin/J_law=0.8533, power of s=-2.374, of lambda=0.374
s/lambda=30: J_kin/J_law=0.9381, power of s=-2.445, of lambda=0.445
s/lambda=100: J_kin/J_law=0.9780, power of s=-2.480, of lambda=0.480
s/lambda=300: J_kin/J_law=0.9918, power of s=-2.492, of lambda=0.492
edge constant C = 0.652
first correction to J, example = -15.21 %
kinetic correction, example = -12.76 %
kinetic/collisionless J at s/lambda=0.01 = 0.9984
electron temperature, rough = 3.0 eV
edge density = 1.48e+09 cm^-3
edge Debye length = 0.335 mm
s at law J, kinetic cold edge = 14.17 mm
s with electrons, edge field Te/Debye = 14.65 mm
s with electrons, edge field Te/lambda = 15.08 mm
J change, cross section 20 % lower = 11.8 %
J change, gas at 400 K, same pressure = 15.5 %
secondary electron yield, rough = 0.10
ionization cross section, rough = 2.0e-16 cm2
ionizations per secondary electron = 0.483
breakdown measure (1 = breakdown) = 0.062
```
